# Intervalley transfer time from steady-state circular polarisation

**Question**

A monolayer semiconductor has two valleys, K and K′. Excitons in K emit light of one circular polarisation, and excitons in K′ emit the other. A continuous circularly polarised laser creates excitons at zero magnetic field, and the emission is recorded long after the laser was switched on. The data are:

- degree of circular polarisation of the emission, $P=(I_+-I_-)/(I_++I_-)=0.50$, where $I_+$ comes from K and $I_-$ from K′;
- polarisation of the excitons when they are created, $P_0=1$;
- exciton lifetime $\tau=5$ ps, meaning the decay time of the total population of both valleys;
- total generation rate $G=1.0\times10^{9}$ cm⁻² ps⁻¹;
- temperature 10 K.

**(a)** Write rate equations for the exciton densities $N$ in K and $N'$ in K′, and state what they assume.

*Answer.* Let $1/\tau_v$ be the probability per unit time that an exciton moves to the other valley. The time $\tau_v$ is the one-way transfer time. Each valley gains excitons from the laser and from the other valley, and loses them by decay and by transfer:

$$\frac{dN}{dt}=\frac{G(1+P_0)}{2}-\frac{N}{\tau}-\frac{N}{\tau_v}+\frac{N'}{\tau_v},$$

$$\frac{dN'}{dt}=\frac{G(1-P_0)}{2}-\frac{N'}{\tau}-\frac{N'}{\tau_v}+\frac{N}{\tau_v}.$$

The two source terms add up to $G$ and differ by $GP_0$, as the definition of $P_0$ requires. The equations rest on four assumptions.

1. The lifetime is the same in both valleys, and so is the transfer rate in the two directions. At zero field, time reversal exchanges the valleys, so their excitons have equal lifetimes and equal energies. At equal energies, detailed balance makes the two transfer rates equal.
2. Transfer has no memory: its probability per unit time does not depend on the exciton's past.
3. The density is low enough for every loss to be proportional to the density.
4. $P_0$ describes excitons as they enter the emitting state. Polarisation lost during earlier relaxation must be included in $P_0$.

If both valleys also have the same radiative rate and collection efficiency, the intensities are proportional to the densities, and $P=(N-N')/(N+N')$.

**(b)** Find the steady-state polarisation, and solve for $\tau_v$. Discuss the limits.

*Answer.* Add the two equations. The transfer terms cancel, because transfer does not change the number of excitons:

$$\frac{d(N+N')}{dt}=G-\frac{N+N'}{\tau}\quad\Rightarrow\quad N+N'=G\tau\ \text{ in the steady state.}$$

Now subtract the second equation from the first. The transfer terms give $-N/\tau_v+N'/\tau_v$ from the first and, after the change of sign, $+N'/\tau_v-N/\tau_v$ from the second. Together they are $-2(N-N')/\tau_v$, so

$$\frac{d(N-N')}{dt}=GP_0-\left(\frac1\tau+\frac2{\tau_v}\right)(N-N').$$

The factor 2 appears because one transfer lowers $N$ by one and raises $N'$ by one, which changes the difference by two. In the steady state

$$N-N'=\frac{GP_0}{1/\tau+2/\tau_v}.$$

Dividing by $N+N'=G\tau$ removes the generation rate:

$$P=\frac{P_0}{1+2\tau/\tau_v}.$$

To invert, multiply out: $P+2\tau P/\tau_v=P_0$. Hence $2\tau P/\tau_v=P_0-P$, and

$$\tau_v=\frac{2\tau P}{P_0-P},\qquad 0<P<P_0.$$

If transfer is slow, $\tau_v\gg\tau$, excitons decay before they change valley and $P\to P_0$. If it is fast, $\tau_v\ll\tau$, then $P\approx P_0\tau_v/(2\tau)$, which is small. Between these limits $P$ rises steadily with $\tau_v$, so each allowed $P$ gives one transfer time. If $P=P_0$, no transfer is detected and $\tau_v$ is infinite. A measured $P$ above the assumed $P_0$ gives a negative $\tau_v$, and shows that an input or an assumption is wrong.

**(c)** Evaluate $\tau_v$ and the two densities. Confirm the result from the balance of valley K′ alone.

*Answer.*

$$\tau_v=\frac{2\times5\ \text{ps}\times0.50}{1-0.50}=10\ \text{ps},$$

which is $4.13\times10^{5}$ atomic units of time. The total density is $G\tau=5.0\times10^{9}$ cm⁻². With $P=0.50$, valley K holds the fraction $(1+P)/2=3/4$, or $3.75\times10^{9}$ cm⁻², and K′ holds $1.25\times10^{9}$ cm⁻².

For $P_0=1$ the laser does not feed K′. What enters by transfer must leave by decay or by transfer back:

$$\frac{N}{\tau_v}=N'\left(\frac1\tau+\frac1{\tau_v}\right)\quad\Rightarrow\quad\frac{N}{N'}=1+\frac{\tau_v}{\tau}.$$

The density ratio is 3, so $\tau_v=2\tau=10$ ps, as before.

**(d)** Obtain the same polarisation by following single excitons created in K.

*Answer.* At any moment an exciton can decay, at rate $1/\tau$, or transfer, at rate $1/\tau_v$. The probability that transfer comes first is

$$q=\frac{1/\tau_v}{1/\tau+1/\tau_v}=\frac{\tau}{\tau+\tau_v}=\frac{5}{15}=\frac13.$$

Because there is no memory, the same $q$ applies after each transfer. The probability of $n$ transfers followed by decay is $(1-q)q^n$. An even $n$ ends in K and counts $+1$; an odd $n$ ends in K′ and counts $-1$. The geometric series gives

$$P=(1-q)\sum_{n=0}^{\infty}(-q)^n=\frac{1-q}{1+q}=\frac{2/3}{4/3}=\frac12.$$

Two thirds of the excitons therefore never change valley. In a simulation of 400 000 excitons with random waiting times for decay and transfer, a fraction 0.333 transferred at least once, and the polarisation was $0.499$ with a standard error of $0.001$. Both agree with the calculation.

**(e)** The laser is replaced by a short pulse. How does the polarisation decay, and what is the polarisation of the time-integrated emission?

*Answer.* After the pulse $G=0$. With $N_0$ excitons per unit area created at $t=0$, the sum and difference equations give

$$N+N'=N_0e^{-t/\tau},\qquad N-N'=P_0N_0e^{-t/\tau-2t/\tau_v}.$$

Their ratio is $P(t)=P_0e^{-2t/\tau_v}$. The polarisation relaxes with the time $\tau_v/2=5$ ps, half the one-way transfer time. After 5 ps it has fallen to $e^{-1}=0.37$. A quoted "valley relaxation time" can mean either quantity, so its definition must be checked before values are compared. That $\tau_v/2$ equals $\tau$ here follows from $P=P_0/2$.

The time integrals of the sum and the difference are $N_0\tau$ and $P_0N_0/(1/\tau+2/\tau_v)$. Their ratio is again $P_0/(1+2\tau/\tau_v)=0.50$. In this linear model a continuous laser acts as a sequence of independent weak pulses, which is why the two results agree.

**(f)** Suppose the 5 ps were instead the mean time $T$ an exciton stays in K before it decays or transfers. What would $\tau_v$ be?

*Answer.* Now $1/T=1/\tau+1/\tau_v$, and $\tau$ is unknown. For $P_0=1$, part (b) gives $1/\tau=2P/[\tau_v(1-P)]$. Substitution yields

$$\frac1T=\frac{1}{\tau_v}\left(\frac{2P}{1-P}+1\right)=\frac{1}{\tau_v}\,\frac{1+P}{1-P},$$

$$\tau_v=T\,\frac{1+P}{1-P}=5\ \text{ps}\times\frac{1.5}{0.5}=15\ \text{ps}.$$

The answer of 10 ps therefore requires that 5 ps be the lifetime of the total population.

**(g)** How do small errors in the data affect $\tau_v$? What is $\tau_v$ if $P_0$ is really 0.90?

*Answer.* Take the logarithm, $\ln\tau_v=\ln2+\ln\tau+\ln P-\ln(P_0-P)$, and differentiate:

$$\frac{d\tau_v}{\tau_v}=\frac{d\tau}{\tau}+\frac{dP}{P}+\frac{dP-dP_0}{P_0-P}
=\frac{d\tau}{\tau}+\frac{P_0}{P_0-P}\left(\frac{dP}{P}-\frac{dP_0}{P_0}\right).$$

Here $P_0/(P_0-P)=2$. A 1% relative error in $P$ changes $\tau_v$ by 2%, and one in $\tau$ changes it by 1%. The factor grows without limit as $P$ approaches $P_0$, so the method loses precision there. It also loses precision at small $P$, where a fixed absolute error in $P$ is a large relative error.

For $P_0=0.90$ the full formula gives $\tau_v=2\times5\times0.50/0.40=12.5$ ps. This is 25% above 10 ps; the linear estimate would give 20%. Part of the missing polarisation was lost before the excitons reached the emitting state, so slower transfer accounts for the rest.

**(h)** A field of 1 T splits the valleys by $\Delta=g\mu_BB$, with a rough $g$-factor of size 4. Find $P$ for $P_0=1$ when the upper or the lower valley is pumped. Keep the lifetime and the sum of the two transfer rates fixed, and assume that transfer obeys detailed balance at 10 K.

*Answer.* Let $k_o$ be the rate out of the pumped valley and $k_b$ the rate back. With $S=N+N'=G\tau$ and $D=N-N'$, the steady difference equation is

$$0=G-\frac D\tau-2k_oN+2k_bN'.$$

Insert $N=(S+D)/2$ and $N'=(S-D)/2$:

$$0=G-\frac D\tau-(k_o+k_b)D-(k_o-k_b)S.$$

Divide by $S$ and use $G/S=1/\tau$ and $P=D/S$:

$$P=\frac{1/\tau-(k_o-k_b)}{1/\tau+k_o+k_b}.$$

For pumping of the upper valley, detailed balance requires $k_o/k_b=e^{x}$ with $x=\Delta/k_BT=0.2315\ \text{meV}/0.8617\ \text{meV}=0.269$. Then

$$k_o-k_b=(k_o+k_b)\frac{e^x-1}{e^x+1}=0.2\,\tanh\frac x2=0.0267\ \text{ps}^{-1},$$

and $P=(0.2-0.0267)/0.4=0.433$. For the lower valley $x$ changes sign, and $P=0.567$. Using the zero-field formula on these values would give 7.6 ps and 13.1 ps. The mean of the two polarisations is 0.50, because $k_o-k_b$ reverses sign while the denominator stays fixed. Under the stated conditions, averaging the polarisation over both field directions at fixed laser helicity, before $\tau_v$ is calculated, thus removes the error. Averaging the two inferred times does not: it gives 10.4 ps. The cancellation rests on the fixed sum of rates, which detailed balance alone does not require. If instead the downhill rate stays at 0.1 ps⁻¹, the mean polarisation is 0.531 and gives 11.3 ps. Averaging also fails if the field slows transfer in both directions, as it does for exchange-driven transfer when scattering is slow. A stray field of 1 mT changes $P$ by only about $7\times10^{-5}$.

**(i)** Which neglected effects matter in a real monolayer?

*Answer.* The parameters lie in the rough regime of cold monolayer transition-metal dichalcogenides, where exciton lifetimes of picoseconds occur and the polarisation varies widely with material, laser energy and temperature. The value $P_0=1$ is an ideal upper limit. A laser tuned above the emitting state creates excitons that must first relax, and they can lose polarisation on the way; part (g) shows that $P_0=0.90$ already moves the answer to 12.5 ps.

Two density effects, annihilation and crowding, are much smaller here. With a rough annihilation coefficient of 0.1 cm²/s, taken to act equally in both valleys, each exciton gains an extra loss rate of $5\times10^{-4}$ ps⁻¹, compared with $1/\tau=0.2$ ps⁻¹. The shorter lifetime raises $P$ to 0.5006, and ignoring this gives 10.025 ps. Excitons of rough radius 1 nm cover a fraction $1.6\times10^{-4}$ of the area. The occupation of the lowest exciton states is a stricter measure: for a thermal gas at 10 K with a mass of 0.6 to 1.2 electron masses it is about 0.02 to 0.04. Crowding is therefore slight by either measure.

Interactions create an energy difference between unequally filled valleys, and this density effect can be larger than the two above. A rough same-valley repulsion of 1 μeV μm² raises K by about 25 μeV. Treated like the splitting in part (h), this lowers $P$ to 0.493, and ignoring it gives 9.7 ps. Other effects are not sized here, including exchange with dark exciton states. Two more limits deserve care. Electron–hole exchange couples the valleys coherently, and a single transfer rate describes this only if scattering interrupts the coherent motion often. Both $\tau$ and $\tau_v$ can also change with temperature, so 10 ps at 10 K should not be carried over to room temperature. The numerical output lists the inputs and the main results.

## Values computed for the example and the checks

```
steady polarisation (input): 0.50
initial polarisation (input): 1.00
exciton lifetime (input): 5.0 ps
generation rate (input): 1.0e+09 cm^-2 ps^-1
temperature (input): 10 K
one-way transfer time: 10.0000 ps
one-way transfer rate: 0.1000 ps^-1
polarisation relaxation time: 5.0000 ps
transfer time in atomic units: 4.1341e+05
steady density in K: 3.750e+09 cm^-2
steady density in K': 1.250e+09 cm^-2
total steady density: 5.000e+09 cm^-2
density ratio K to K': 3.0000
polarisation from time integration: 0.500000
pulse: polarisation after 5 ps: 0.3679
pulse: time-integrated polarisation: 0.500000
random excitons: number: 400000
random excitons: polarisation: 0.4990
random excitons: standard error: 0.0014
random excitons: fraction ever transferred: 0.3334
predicted fraction ever transferred: 0.3333
misread lifetime: transfer time: 15.0000 ps
relative sensitivity to P: 2.000
relative sensitivity to P0: -2.000
relative sensitivity to lifetime: 1.000
lower initial polarisation (input): 0.90
transfer time for that value: 12.500 ps
annihilation coefficient (rough input): 0.1 cm2/s
annihilation rate per exciton: 4.99e-04 ps^-1
polarisation with annihilation: 0.50062
transfer time inferred if ignored: 10.025 ps
exciton radius (rough input): 1.0 nm
area fraction covered: 1.57e-04
size of g-factor (rough input): 4.0
valley splitting at 1 T: 0.2315 meV
thermal energy: 0.8617 meV
polarisation at 1 T, upper valley pumped: 0.4332
polarisation at 1 T, lower valley pumped: 0.5668
inferred time if field ignored, upper: 7.644 ps
inferred time if field ignored, lower: 13.082 ps
polarisation change at 1 mT, upper: -6.72e-05
```
